# Coulomb and Gaunt Operators under the Free-Particle Foldy-Wouthuysen Transformation: verification in Python

```python
"""
Result under test: the positive-energy block of the Coulomb and Gaunt operators
after the free-particle Foldy-Wouthuysen (FW) transformation of both electrons:
  Coulomb: (4 pi/q^2) A1'A1A2'A2 [1+P1'.P1+i s1.(P1'xP1)] [same for electron 2]
  Gaunt:  -(4 pi/q^2) A1'A1A2'A2 J1.J2,   J = P + P' + i s x (P'-P)
and its low-momentum limit, the Breit-Pauli two-electron operators.
Symbols (atomic units): p, p' initial and final momentum; q = p1'-p1 = p2-p2';
E = c sqrt(p^2+c^2); A = sqrt((E+c^2)/(2E)); K = c/(E+c^2); P = K p;
s = Pauli matrices; c = speed of light; a = exponent of a Gaussian orbital.
"""
import numpy as np
from scipy.linalg import expm
from scipy.special import spherical_jn
from scipy.constants import physical_constants, fine_structure, angstrom

c = 1.0 / fine_structure
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_ang = physical_constants["Bohr radius"][0] / angstrom
pi = np.pi

I2 = np.eye(2, dtype=complex)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
beta = np.kron(np.diag([1.0, -1.0]), I2)
alpha = np.array([np.kron(np.array([[0, 1], [1, 0]]), s) for s in sigma])
spin1 = np.array([np.kron(s, I2) for s in sigma])
spin2 = np.array([np.kron(I2, s) for s in sigma])
I4 = np.eye(4, dtype=complex)


def dot(vector, matrices):
    return np.einsum("i,ijk->jk", vector, matrices)


def kinematic(p):
    energy = c * np.sqrt(p**2 + c**2)
    return np.sqrt((energy + c**2) / (2 * energy)), c / (energy + c**2)


def fw_exponential(p):
    size = np.linalg.norm(p)
    return expm(0.5 * np.arctan(size / c) * beta @ dot(p / size, alpha))


def block(operator, p_final, p_initial, rows=slice(0, 2)):
    full = fw_exponential(p_final) @ operator @ fw_exponential(p_initial).conj().T
    return full[rows, 0:2]


# Interaction blocks obtained directly from the transformed Dirac matrices
def direct_blocks(p1, p2, q):
    p1f, p2f, q2 = p1 + q, p2 - q, q @ q
    one = np.eye(4)
    coulomb = np.kron(block(one, p1f, p1), block(one, p2f, p2))
    gaunt = -sum(np.kron(block(m, p1f, p1), block(m, p2f, p2)) for m in alpha)
    aq = dot(q, alpha)
    gauge = np.kron(block(aq, p1f, p1), block(aq, p2f, p2)) / q2
    return [4 * pi / q2 * m for m in (coulomb, gaunt, gauge)]


# The same blocks from the derived formulas with kinematic factors
def formula_blocks(p1, p2, q):
    charge, current, factor = [], [], 1.0
    for start, end, spin in ((p1, p1 + q, spin1), (p2, p2 - q, spin2)):
        a_i, k_i = kinematic(np.linalg.norm(start))
        a_f, k_f = kinematic(np.linalg.norm(end))
        P, Pf = k_i * start, k_f * end
        factor *= a_i * a_f
        charge.append((1 + Pf @ P) * I4 + 1j * dot(np.cross(Pf, P), spin))
        d = Pf - P
        cross = [spin[1] * d[2] - spin[2] * d[1],
                 spin[2] * d[0] - spin[0] * d[2],
                 spin[0] * d[1] - spin[1] * d[0]]
        current.append([(P + Pf)[i] * I4 + 1j * cross[i] for i in range(3)])
    pref = 4 * pi / (q @ q) * factor
    gaunt = -pref * sum(current[0][i] @ current[1][i] for i in range(3))
    return pref * charge[0] @ charge[1], gaunt


rng = np.random.default_rng(7)
kernel_error = 0.0
for scale in (0.1, 1.0, 10.0):
    for _ in range(4):
        p1, p2, q = scale * c * rng.normal(size=(3, 3))
        h = c * dot(p1, alpha) + c**2 * beta
        U = fw_exponential(p1)
        A, K = kinematic(np.linalg.norm(p1))
        energy = c * np.sqrt(p1 @ p1 + c**2)
        assert np.allclose(U @ h @ U.conj().T / energy, beta, atol=1e-11)
        assert np.allclose(U, A * (np.eye(4) + K * beta @ dot(p1, alpha)),
                           atol=1e-11)
        direct = direct_blocks(p1, p2, q)
        derived = formula_blocks(p1, p2, q)
        unit = 4 * pi / (q @ q)
        for x, y in zip(direct[:2], derived):
            kernel_error = max(kernel_error, np.abs(x - y).max() / unit)
        # kinematic factors keep the spin matrices bounded at all momenta
        assert np.linalg.norm(direct[0], 2) / unit <= 1 + 1e-10
        assert np.linalg.norm(direct[1], 2) / unit <= 3 + 1e-10
assert kernel_error < 1e-11


# Fourier transforms, int exp(-i q.r) f(r) d3r, of the position operators
def ft_vector(q):           # r / r^3
    return -4j * pi * q / np.sum(q * q, axis=-1)[..., None]


def unit_tensor(q):
    return (q[..., :, None] * q[..., None, :]
            / np.sum(q * q, axis=-1)[..., None, None])


def ft_dipole(q):           # (delta_ij - 3 n_i n_j) / r^3, without contact part
    return 4 * pi * (unit_tensor(q) - np.eye(3) / 3)


def ft_transverse(q):       # (delta_ij + n_i n_j) / (2 r)
    return (4 * pi * (np.eye(3) - unit_tensor(q))
            / np.sum(q * q, axis=-1)[..., None, None])


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + 0.5 * (high - low) * (x + 1), 0.5 * (high - low) * w


# Check the transforms with the weight (1 + z + z^2) exp(-b r^2)
b = 1.3
u, wu = gauss(24, -1, 1)
r, wr = gauss(120, 0, 7 / np.sqrt(b))
k, wk = gauss(120, 0, 13 * np.sqrt(b))
R, Cr = np.meshgrid(r, u, indexing="ij")
Q, Cq = np.meshgrid(k, u, indexing="ij")
volume_r = 2 * pi * np.outer(wr * r**2, wu)
volume_q = 2 * pi * np.outer(wk * k**2, wu) / (2 * pi)**3
weight_r = (1 + R * Cr + (R * Cr)**2) * np.exp(-b * R**2)
qz = Q * Cq
weight_q = ((pi / b)**1.5 * np.exp(-Q**2 / (4 * b))
            * (1 + 1j * qz / (2 * b) + 1 / (2 * b) - qz**2 / (4 * b**2)))
qvec = np.stack([Q * np.sqrt(1 - Cq**2), 0 * Q, qz], axis=-1)
fourier_error = 0.0
for f_r, f_q in ((Cr / R**2, ft_vector(qvec)[..., 2]),
                 ((1 - 3 * Cr**2) / R**3, ft_dipole(qvec)[..., 2, 2]),
                 ((1 + Cr**2) / (2 * R), ft_transverse(qvec)[..., 2, 2])):
    left = np.sum(volume_r * weight_r * f_r)
    right = np.sum(volume_q * weight_q * f_q)
    fourier_error = max(fourier_error, abs(left - right))
assert fourier_error < 1e-9


# Breit-Pauli operators, written in position space and Fourier transformed
def breit_pauli(p1, p2, q):
    v, q2 = ft_vector(q), q @ q
    darwin = -pi / c**2 * I4
    same_orbit = (-dot(np.cross(v, p1), spin1)
                  + dot(np.cross(v, p2), spin2)) / (4 * c**2)
    other_orbit = (dot(np.cross(v, p2), spin1)
                   - dot(np.cross(v, p1), spin2)) / (2 * c**2)
    D = ft_dipole(q)
    spin_spin = sum(D[i, j] * spin1[i] @ spin2[j]
                    for i in range(3) for j in range(3)) / (4 * c**2)
    spin_spin = spin_spin - 2 * pi / (3 * c**2) * sum(
        spin1[i] @ spin2[i] for i in range(3))
    orbit_orbit = -(p1 @ ft_transverse(q) @ p2) / c**2 * I4
    coulomb = 4 * pi / q2 * I4 + darwin + same_orbit
    return coulomb, other_orbit + spin_spin, orbit_orbit


directions = rng.normal(size=(3, 3))
residuals = []
for small in (0.02, 0.01):
    p1, p2, q = small * c * directions
    coulomb, gaunt, gauge = direct_blocks(p1, p2, q)
    bp_coulomb, bp_spin, bp_orbit = breit_pauli(p1, p2, q)
    q2, p1f, p2f = q @ q, p1 + q, p2 - q
    convection = -pi / (c**2 * q2) * ((p1 + p1f) @ (p2 + p2f)) * I4
    gauge_low = (pi / (c**2 * q2**2) * (p1f @ p1f - p1 @ p1)
                 * (p2 @ p2 - p2f @ p2f) * I4)
    differences = (coulomb - bp_coulomb, gaunt - bp_spin - convection,
                   gauge - gauge_low, gaunt + gauge - bp_spin - bp_orbit)
    residuals.append([np.linalg.norm(m) * c**2 for m in differences])
    missing = np.linalg.norm(gaunt - bp_spin - bp_orbit) * c**2
order_ratios = np.array(residuals[0]) / np.array(residuals[1])
assert np.all(np.abs(order_ratios - 4) < 0.05), order_ratios
# Gaunt alone misses part of the orbit-orbit term already at order c^-2
assert missing > 20 * residuals[1][3]

# Gaunt coupling of two positive- to two negative-energy states at low momentum
pair = -sum(np.kron(block(m, p1 + q, p1, slice(2, 4)),
                    block(m, p2 - q, p2, slice(2, 4))) for m in alpha)
pair_limit = -sum(spin1[i] @ spin2[i] for i in range(3))
assert np.abs(pair - pair_limit).max() < 5e-3

# Singlet value of -J1.J2 for currents i s1 x n and -i s2 x n, with n along z
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
spin_factor = -np.real(singlet @ (spin1[0] @ spin2[0]
                                  + spin1[1] @ spin2[1]) @ singlet)


def momentum_energies(a, n=60):
    """Coulomb and Gaunt energy of a Gaussian singlet pair from the kernels."""
    root = np.sqrt(a)
    q, wq = gauss(n, 0, 13 * root)
    k, wk = gauss(int(1.6 * n), 0, 9.5 * root)
    u, wu = gauss(n, -1, 1)
    kk, uu = k[:, None], u[None, :]
    measure = 2 * pi * (wk * k**2)[:, None] * wu[None, :]
    charge, magnetic, convective = [], [], []
    for t in q:
        A_i, K_i = kinematic(np.sqrt(np.abs(kk**2 + t**2 / 4 - kk * t * uu)))
        A_f, K_f = kinematic(np.sqrt(np.abs(kk**2 + t**2 / 4 + kk * t * uu)))
        weight = (measure * A_i * A_f * (2 * pi * a)**-1.5
                  * np.exp(-(kk**2 + t**2 / 4) / (2 * a)))
        along_i, along_f = kk * uu - t / 2, kk * uu + t / 2
        charge.append(np.sum(weight * (1 + K_i * K_f * (kk**2 - t**2 / 4))))
        magnetic.append(np.sum(weight * (K_f * along_f - K_i * along_i)))
        convective.append(np.sum(weight * (K_f * along_f + K_i * along_i)))
    assert np.max(np.abs(convective)) < 1e-10
    return (2 / pi * np.sum(wq * np.array(charge)**2),
            2 / pi * spin_factor * np.sum(wq * np.array(magnetic)**2))


def position_energies(a):
    """Same energies from four-component charge and current densities."""
    root = np.sqrt(a)
    p, wp = gauss(160, 0, 12.5 * root)
    A, K = kinematic(p)
    large = np.sqrt(2 / pi) * wp * p**2 * A * (2 * pi * a)**-0.75 * np.exp(
        -p**2 / (4 * a))

    def densities(radius):
        x = np.multiply.outer(radius, p)
        f = spherical_jn(0, x) @ large
        g = spherical_jn(1, x) @ (large * K * p)
        return f**2 + g**2, f * g

    r, wr = gauss(70, 0, 5 * 1.1 / root)
    t, wt = gauss(50, 0, 1)
    inner = np.outer(r, t)
    rho, fg = densities(r)
    rho_in, fg_in = densities(inner)
    enclosed = r * ((4 * pi * inner**2 * rho_in) @ wt)
    moment = r * ((4 * pi * inner**3 * fg_in) @ wt)
    coulomb = 2 * np.sum(wr * 4 * pi * r * rho * enclosed)
    gaunt = 8 / 3 * 2 * np.sum(wr * 4 * pi * fg * moment)
    return coulomb, gaunt


rows = {}
for radius in (0.2, 0.1, 0.05, 0.02, 0.01, 0.005, 0.002):
    a = 0.75 / (radius / bohr_ang)**2
    bare = 2 * np.sqrt(a / pi)
    contact = (a / pi)**1.5
    dk_coulomb, dk_gaunt = momentum_energies(a)
    rows[radius] = np.array([bare, -pi / c**2 * contact, dk_coulomb - bare,
                             2 * pi / c**2 * contact, dk_gaunt])

road_error = 0.0
for radius in (0.1, 0.02):
    a = 0.75 / (radius / bohr_ang)**2
    e_c, e_g = position_energies(a)
    row = rows[radius]
    road_error = max(road_error, abs(e_c / (row[0] + row[2]) - 1),
                     abs(e_g / row[4] - 1))
assert road_error < 1e-8, road_error

# Relative deviation from Breit-Pauli must fall as the square of momentum
deviation = {s: (v[2] / v[1] - 1, v[4] / v[3] - 1) for s, v in rows.items()}
decay = [deviation[0.1][i] / deviation[0.2][i] for i in (0, 1)]
assert all(abs(x - 4) < 0.15 for x in decay), decay

# Grid convergence in the most compact, hardest case
fine = momentum_energies(0.75 / (0.002 / bohr_ang)**2, n=90)
hard = rows[0.002]
assert abs(fine[0] / (hard[0] + hard[2]) - 1) < 1e-6
assert abs(fine[1] / hard[4] - 1) < 1e-6

main = 0.02
a = 0.75 / (main / bohr_ang)**2
p_rms = np.sqrt(3 * a)
A, K = kinematic(p_rms)
v = rows[main]
print(f"speed of light c = {c:.6f} a.u.")
print(f"hartree = {hartree_ev:.6f} eV; bohr = {bohr_ang:.8f} angstrom")
print(f"largest kernel error, direct vs formula = {kernel_error:.1e} (relative)")
print(f"largest Fourier-pair error = {fourier_error:.1e} a.u.")
print("residual ratio on halving momenta (4 expected):")
print("  Coulomb, Gaunt, gauge, Gaunt+gauge =",
      " ".join(f"{x:.4f}" for x in order_ratios))
print(f"position vs momentum road, relative difference = {road_error:.1e}")
print(f"main case: rms radius = {main} angstrom")
print(f"  Gaussian exponent a = {a / bohr_ang**2:.3f} angstrom^-2")
print(f"  rms momentum = {p_rms / bohr_ang:.4f} angstrom^-1")
print(f"  rms momentum / c = {p_rms / c:.5f}")
print(f"  at rms momentum: A = {A:.6f}, 2cK = {2 * c * K:.6f}")
print(f"  singlet spin factor of Gaunt term = {spin_factor:.4f}")
print(f"  bare Coulomb energy = {v[0] * hartree_ev:.4f} eV")
print(f"  Coulomb correction, Breit-Pauli = {v[1] * hartree_ev:.4f} eV")
print(f"  Coulomb correction, full kernel = {v[2] * hartree_ev:.4f} eV")
print(f"  Gaunt energy, Breit-Pauli = {v[3] * hartree_ev:.4f} eV")
print(f"  Gaunt energy, full kernel = {v[4] * hartree_ev:.4f} eV")
print(f"  sum of corrections, Breit-Pauli = {(v[1] + v[3]) * hartree_ev:.4f} eV")
print(f"  sum of corrections, full kernel = {(v[2] + v[4]) * hartree_ev:.4f} eV"
      f" = {v[2] + v[4]:.6f} hartree")
print("table: radius (angstrom), p_rms/c, then energies in eV:")
print("  bare, Coulomb corr. BP, Coulomb corr. full, Gaunt BP, Gaunt full")
for s, v in rows.items():
    ratio = 1.5 / (s / bohr_ang) / c
    print(f"  {s:5.3f} {ratio:8.5f} "
          + " ".join(f"{x * hartree_ev:12.5f}" for x in v))
print("full/BP - 1 in percent: radius (angstrom), Coulomb corr., Gaunt")
for s, d in deviation.items():
    print(f"  {s:5.3f} {100 * d[0]:9.3f} {100 * d[1]:9.3f}")
print(f"deviation ratio, 0.1 vs 0.2 angstrom: Coulomb {decay[0]:.4f},"
      f" Gaunt {decay[1]:.4f}")
print("tests ok")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
hartree = 27.211386 eV; bohr = 0.52917721 angstrom
largest kernel error, direct vs formula = 3.3e-16 (relative)
largest Fourier-pair error = 1.8e-13 a.u.
residual ratio on halving momenta (4 expected):
  Coulomb, Gaunt, gauge, Gaunt+gauge = 3.9978 3.9979 3.9980 3.9980
position vs momentum road, relative difference = 5.0e-14
main case: rms radius = 0.02 angstrom
  Gaussian exponent a = 1875.000 angstrom^-2
  rms momentum = 75.0000 angstrom^-1
  rms momentum / c = 0.28962
  at rms momentum: A = 0.990083, 2cK = 0.979866
  singlet spin factor of Gaunt term = 2.0000
  bare Coulomb energy = 703.5703 eV
  Coulomb correction, Breit-Pauli = -9.8358 eV
  Coulomb correction, full kernel = -8.6949 eV
  Gaunt energy, Breit-Pauli = 19.6717 eV
  Gaunt energy, full kernel = 17.1414 eV
  sum of corrections, Breit-Pauli = 9.8358 eV
  sum of corrections, full kernel = 8.4465 eV = 0.310405 hartree
table: radius (angstrom), p_rms/c, then energies in eV:
  bare, Coulomb corr. BP, Coulomb corr. full, Gaunt BP, Gaunt full
  0.200  0.02896     70.35703     -0.00984     -0.00982      0.01967      0.01964
  0.100  0.05792    140.71406     -0.07869     -0.07825      0.15737      0.15641
  0.050  0.11585    281.42812     -0.62949     -0.61588      1.25899      1.22898
  0.020  0.28962    703.57029     -9.83585     -8.69486     19.67169     17.14141
  0.010  0.57924   1407.14059    -78.68676    -53.54881    157.37353    101.42394
  0.005  1.15848   2814.28118   -629.49411   -245.37507   1258.98821    417.88354
  0.002  2.89619   7035.70295  -9835.84543  -1148.40419  19671.69086   1542.07181
full/BP - 1 in percent: radius (angstrom), Coulomb corr., Gaunt
  0.200    -0.139    -0.153
  0.100    -0.554    -0.610
  0.050    -2.162    -2.383
  0.020   -11.600   -12.863
  0.010   -31.947   -35.552
  0.005   -61.020   -66.808
  0.002   -88.324   -92.161
deviation ratio, 0.1 vs 0.2 angstrom: Coulomb 3.9742, Gaunt 3.9757
tests ok
```
